# Self-consistent Schrödinger–Poisson scheme for a gated ultrathin oxide film

An oxide semiconductor film a few nanometres thick lies on a gate insulator, and a positive gate voltage draws electrons into it from a grounded contact. The film is so thin that the electrons occupy discrete levels across it. Those levels depend on the electrostatic potential, and the potential depends on where the electrons sit. An implementer must find a density that satisfies both relations and needs to know when the iteration converges, what a charge balance proves, and how the result joins that of impenetrable walls.

## Model and conventions

The gate is at $z=-t_i$, the insulator fills $-t_i<z<0$, the film $0<z<L$, and an insulating cap $L<z<z_e$. Permittivities are $\varepsilon_s$ in the film and $\varepsilon_i$ in both insulators. The film has one isotropic parabolic band of mass $m$, and the insulators have the same mass, so the kinetic operator does not vary with position. The band edge rises by $U_b$ at each face. Donors of density $N_D$ are uniform in the film and taken as fully ionised. In the example below $N_D^{1/3}a_B^*\approx0.26$, with $a_B^*$ the effective Bohr radius; this lies at the Mott criterion, so full ionisation is an assumption rather than a result.

The contact fixes the Fermi level at $E_F=0$. The effective gate voltage $V$ is counted from the value at which the band edge of an empty, uncharged film lies at $E_F$. Hence $\phi(-t_i)=V$, and an electron in the film has potential energy $-q\phi$, with $q>0$. The field vanishes at $z_e$. Wavefunctions vanish at the gate and at $z_e$.

This is a mean-field model. It omits exchange and correlation, image forces, gate leakage and the localised tail states of an amorphous oxide. Exchange is not negligible at these densities: in the example below, a local-density exchange term averages about $-34$ meV over the electrons and raises the electron number by about 3%, slightly more than softening the walls does. Where such states trap much of the gate-induced charge, their charge must be added to Poisson's equation before the results can describe a device.

The levels are also taken as sharp. This requires the scattering width $\hbar/\tau_s$ to be well below their spacing. For a mobility $\mu$, the estimate $\tau_s=\mu m/q$ makes the width equal to the spacing of the first two levels in the example below at about 32 cm² V⁻¹ s⁻¹. Many amorphous oxides have lower mobilities, and separate subbands are then not a reliable picture.

## The two equations

Across the film,

$$-\frac{\hbar^2}{2m}\psi_i''+\left[U_b\,\theta_{\rm out}(z)-q\phi(z)\right]\psi_i=E_i\psi_i ,\qquad \int|\psi_i|^2dz=1,$$

where $\theta_{\rm out}$ is one outside the film and zero inside. Motion in the plane adds $\epsilon=\hbar^2k^2/2m$. With two spins, the number of plane-wave states per area below wavenumber $k$ is $2\pi k^2/(2\pi)^2=k^2/2\pi=m\epsilon/\pi\hbar^2$. The density of states is therefore $g=m/\pi\hbar^2$, and level $i$ holds

$$N_i=g\int_0^\infty\frac{d\epsilon}{1+e^{(E_i+\epsilon)/k_BT}}=gk_BT\ln\left(1+e^{-E_i/k_BT}\right),$$

because $1/(1+e^x)=-\,d\ln(1+e^{-x})/dx$. The density is $n=\sum_iN_i|\psi_i|^2$, and $N_s=\sum_iN_i$.

Let $D=-\varepsilon\phi'$ and $\rho=q(N_D\theta_{\rm film}-n)$. Poisson's equation is $D'=\rho$. Integrating inward from $D(z_e)=0$, then outward from the gate, gives

$$D(z)=-\int_z^{z_e}\rho\,dz',\qquad \phi(z)=V-\int_{-t_i}^{z}\frac{D}{\varepsilon}\,dz'.$$

There is no field inside the metal, so $D$ just outside it equals the gate charge per area:

$$\sigma_G=q(N_s-N_DL).$$

## Discretisation and the charge check

Use nodes $z_j=-t_i+jh$, $j=0,\dots,M$, with both film faces on nodes. Let $w_j$ be the share of cell $j$ inside the film: 1 inside, ½ at the faces, 0 outside. Then $h\sum_jw_j=L$. Integrating $D'=\rho$ over one cell gives $D_{j+1/2}-D_{j-1/2}=h\rho_j$, and summing from the field-free end gives

$$D_{j+1/2}=-h\sum_{k=j+1}^{M}\rho_k,\qquad \phi_{j+1}=\phi_j-\frac{h}{\varepsilon_{j+1/2}}D_{j+1/2}.$$

With $\tau=\hbar^2/2mh^2$, the Hamiltonian is tridiagonal, with diagonal $2\tau+U_b(1-w_j)-q\phi_j$ and off-diagonal $-\tau$.

One iteration takes an input density $n$ to an output density $F[n]$. The discrete Gauss law gives $D_{1/2}=q(N_{\rm in}-N_DL)$ for any input, converged or not. Comparing gate charge with the input density therefore proves nothing about self-consistency. The useful comparison is with the populations obtained from the levels, $N_{\rm out}=\sum_iN_i$. Define, both relative to $N_{\rm out}$,

$$e_c=\frac{|N_{\rm in}-N_{\rm out}|}{N_{\rm out}},\qquad e_p=\frac{h\sum_j|F[n]_j-n_j|}{N_{\rm out}}.$$

The triangle inequality gives $e_c\le e_p$. A small profile error $e_p$ guarantees charge balance; a small $e_c$ does not guarantee the right profile. The loop must stop on $e_p$.

```
n = w * max(C_i*V/q + N_D*L, 0) / L        # C_i = eps_i/t_i
repeat
    D   = inward sum of -h*rho(n)
    phi = V minus outward sum of h*D/eps
    E, psi = lowest p levels of H(phi)
    N_i = g*kT*log(1 + exp(-E_i/kT))       # stable form
    F   = sum of N_i*|psi_i|^2
    record e_c and e_p; stop if e_p < tol
    n   = (1 - alpha)*n + alpha*F
check that the last level is empty; halve h and repeat
```

The Poisson step costs $O(M)$. Finding $p$ tridiagonal levels costs about $O(Mp)$ when they are well separated, and storage is $O(Mp)$.

## Why mixing has a threshold

Near a fixed point $n=F[n]$, write the error as $\delta n$. Mixing gives

$$\delta n_{\rm new}=\left[(1-\alpha)+\alpha F'\right]\delta n .$$

A mode with $F'\delta n=-\lambda\,\delta n$ is multiplied by $1-\alpha(1+\lambda)$. The sign and reality of $\lambda$ follow from the two halves of the map.

**Density response.** Let the potential energy change by $u(z)$ at fixed $E_F$, with matrix elements $u_{ij}$. To first order $\delta E_i=u_{ii}$ and $\delta\psi_i=\sum_{j\ne i}\psi_ju_{ji}/(E_i-E_j)$. Also $dN_i/dE_i=-gf_i$, with $f_i=1/(1+e^{E_i/k_BT})$. Writing $\delta n=\chi u$ and collecting each pair of levels once,

$$\int u\,\chi u\,dz=-g\sum_if_iu_{ii}^2+2\sum_{i<j}\frac{N_i-N_j}{E_i-E_j}u_{ij}^2\le0 .$$

The last sum is not positive because $N_i$ decreases with $E_i$. The same expression with two different perturbations is symmetric in them, so $\chi$ is symmetric and non-positive.

**Coulomb response.** A density change gives $u=-q\,\delta\phi=K\delta n$, where $(\varepsilon\,\delta\phi')'=q\,\delta n$. Since $\delta\phi=0$ at the gate and $\delta\phi'=0$ at $z_e$, integration by parts leaves no boundary term:

$$\int\delta n\,K\delta n\,dz=-\int\delta\phi\,(\varepsilon\,\delta\phi')'dz=\int\varepsilon(\delta\phi')^2dz\ge0 .$$

Thus $K$ is symmetric and positive. The product $F'=\chi K$ has the same eigenvalues as the symmetric, non-positive $K^{1/2}\chi K^{1/2}$, so every $\lambda$ is real and non-negative. This proof uses the positivity of the Coulomb kernel; an exchange term adds a negative kernel, and small $\lambda$ can then change sign. All error modes shrink in the linear regime if and only if

$$0<\alpha<\alpha_c=\frac{2}{1+\lambda_{\max}} .$$

### What sets the threshold

Take hard walls, so that all electrons lie in the film. A charge sheet at $z'$ produces a displacement between the gate and $z'$ and none beyond it. The potential drop from the gate to $z$ per unit $D$ is therefore $t_i/\varepsilon_i+\min(z,z')/\varepsilon_s$, and

$$K(z,z')=\frac{q^2}{C_i}+\frac{q^2\min(z,z')}{\varepsilon_s},\qquad C_i=\frac{\varepsilon_i}{t_i}.$$

The second part is the kernel for a gate placed at the film face, so it is also positive. Dropping it cannot raise the largest eigenvalue of $(-\chi)^{1/2}K(-\chi)^{1/2}$. The first part has rank one, and its single nonzero eigenvalue is $(q^2/C_i)\int(-\chi 1)\,dz$. A uniform shift $u=1$ has $u_{ij}=\delta_{ij}$, so the integral is $g\sum_if_i$. Hence

$$\lambda_{\max}\ge\frac{C_Q}{C_i},\qquad C_Q=q^2g\sum_if_i .$$

At given occupations this bound grows in proportion to $t_i$. Physically, a small excess of electrons across a thick insulator shifts the film potential strongly, and a large density of states turns that shift into a still larger opposite change of density. In the opposite limit of a nearly empty film, all coefficients in $\chi$ vanish, $\lambda$ tends to zero, and $\alpha=1$ is safe.

Some modes have $\lambda$ near zero and decay only as $1-\alpha$. The best fixed $\alpha$ balances them against the stiffest mode, $1-\alpha=\alpha(1+\lambda_{\max})-1$, which gives

$$\alpha_{\rm best}=\frac{2}{2+\lambda_{\max}},\qquad \text{factor per step}=\frac{\lambda_{\max}}{2+\lambda_{\max}} .$$

For large $\lambda_{\max}$ the best value lies just under the threshold, so a cautious choice is smaller and somewhat slower.

## The hard-wall limit

### Flat well

For $\phi=0$ let $k_0=\sqrt{2mU_b}/\hbar$ and $\kappa=\sqrt{k_0^2-k^2}$. Inside, $\psi\propto\sin(kz+\eta)$. Matching to the decaying tail at $z=0$ requires $\psi'/\psi=\kappa$, so $\tan\eta=k/\kappa$ and $\eta=\arcsin(k/k_0)$. At $z=L$, $\psi'/\psi=-\kappa$ gives $kL+\eta=n\pi-\eta$. Thus

$$kL=n\pi-2\arcsin\frac{k}{k_0}.$$

Since $\arcsin x=x+x^3/6+\dots$,

$$k\left(L+\frac{2}{k_0}\right)=n\pi-\frac{k^3}{3k_0^3}+\dots,\qquad E_n\simeq\frac{n^2\pi^2\hbar^2}{2mL^2}\left(1+\frac{2}{k_0L}\right)^{-2}.$$

Each soft wall acts like a hard wall moved outward by $1/k_0$. Dropping the cubic term overestimates the energy by a relative amount $2k^3/(3\pi nk_0^3)$ to leading order.

### Film with a field

At fixed potential, let $\psi,E$ be a hard-wall state and $\tilde\psi,\tilde E$ its soft-wall partner. Multiply each Schrödinger equation by the other function, subtract, and integrate over the film. Since $\psi$ vanishes at both faces,

$$\frac{2m}{\hbar^2}(E-\tilde E)\int_0^L\psi\tilde\psi\,dz=\tilde\psi(0)\psi'(0)-\tilde\psi(L)\psi'(L).$$

For a high barrier, $\tilde\psi(0)\simeq\tilde\psi'(0)/k_0$ and $\tilde\psi(L)\simeq-\tilde\psi'(L)/k_0$. To leading order,

$$\tilde E-E=-\frac{\hbar^2}{2mk_0}\left[\psi'(0)^2+\psi'(L)^2\right].$$

The map $F$ therefore changes by some $\delta F\propto1/k_0$, and the fixed point moves by $\delta n=(1-F')^{-1}\delta F$. The inverse exists because $F'$ has no positive eigenvalue. The excess of $N_s$ over its hard-wall value is thus proportional to $U_b^{-1/2}$ at leading order: raising the offset fourfold should halve it.

## Worked example

The model film has $L=5$ nm, $m=0.2\,m_e$, relative permittivities 10 (film) and 9 (insulators), $t_i=8$ nm, a 3 nm cap, $U_b=3$ eV, $N_D=10^{24}$ m⁻³, $T=300$ K and $V=1$ V. The mesh step is 0.05 nm.

**Populations.** The product $gk_BT$ is $8.355\times10^{17}\times0.02585=2.160\times10^{16}$ m⁻². The lowest level lies at $-0.05843$ eV, so

$$N_1=2.160\times10^{16}\ln\left(1+e^{0.05843/0.02585}\right)=5.10\times10^{16}\ {\rm m^{-2}}.$$

The second level, at $+0.121$ eV, holds $2.0\times10^{14}$ m⁻², or 0.4% of the total. The sum is $N_s=5.12\times10^{16}$ m⁻² $=5.12\times10^{12}$ cm⁻². The film is close to a single-subband channel. The centroid is 2.13 nm from the gate-side face, not far from mid-film, and 0.28% of the electrons lie outside the film.

**Charge.** The donors supply $0.50\times10^{16}$ m⁻². The gate must balance the rest:

$$\sigma_G=1.6022\times10^{-19}\times(5.116-0.500)\times10^{16}=7.396\times10^{-3}\ {\rm C\,m^{-2}},$$

in agreement with the field at the gate. With $C_i=9.961\times10^{-3}$ F m⁻² the insulator takes $7.396/9.961=0.742$ V, leaving 0.258 V at the gate-side face.

**Convergence.** The starting density makes the insulator drop equal to $V$, so $\phi\le0$ in the film and its levels are nearly empty. This is why the first relative errors are near $4\times10^4$. At iteration 20, $e_c=1.5\times10^{-5}$ while $e_p=0.14$: the charge almost balances, but the profile is wrong. By iteration 40, $e_c$ has risen to $2.1\times10^{-4}$, so one small value is no stopping signal. Between iterations 80 and 160, $e_p$ falls from $8.1\times10^{-4}$ to $8.8\times10^{-7}$, a factor 0.918 per step. With $\alpha=0.08$, modes of small $\lambda$ should give about 0.92.

**Threshold.** For the hard-wall film, $C_Q/C_i=0.1208/0.00996=12.1$, while the Jacobian gives $\lambda_{\max}=14.5$. The difference comes from the film part of $K$. Then $\alpha_c=2/15.5=0.129$ and $\alpha_{\rm best}=2/16.5=0.121$. At $1.05\,\alpha_c$ the predicted factor is $1-2.1=-1.1$; a small disturbance on the mesh grew by 1.10 per step. At $0.95\,\alpha_c$ it decayed. The Jacobian came from a separate sine-basis Newton solution, which uses neither the finite-difference mesh nor mixing; only its starting guess takes $N_s$ from the mesh solution. Its $N_s$ agrees with the mesh value to about one part in $10^5$.

**Flat well.** The hard-wall ground level is 0.0752 eV. With $k_0L=\pi\sqrt{3/0.07521}=19.84$, the effective width gives $0.07521/(1.1008)^2=0.0621$ eV; the matching condition gives 0.0620 eV.

**Approach to hard walls.** The excess of $N_s$ is $1.25\times10^{15}$, $6.2\times10^{14}$ and $2.9\times10^{14}$ m⁻² at offsets of 3, 12 and 48 eV. Successive ratios are 2.03 and 2.10, near the expected 2. The mesh contributes to the deviation. In the barrier a discrete tail obeys $\cosh(\kappa_hh)=1+k_0^2h^2/2$. The half-height barrier at the face node then gives a wall displacement $h/\sinh(\kappa_hh)=1/(k_0\sqrt{1+k_0^2h^2/4})$, neglecting the level energy and the field. This alone would give ratios of 2.03 and 2.11. With the mesh error removed, the excesses are $1.26\times10^{15}$, $6.3\times10^{14}$ and $3.2\times10^{14}$ m⁻², with ratios 2.00 and 1.99. The mesh thus accounts for the whole upward deviation, and at 48 eV it understates the excess by about 7%.

At 3 eV, softening the walls lowers the first level by only 1.5 meV relative to $E_F$. The level drops 21.6 meV relative to the band edge at the gate-side face, but the added electrons raise that edge by 20.1 meV. (In the limit of a fine mesh these two values become 21.7 and 20.2 meV.) Self-consistency cancels most of the shift.

**Empty film.** With no donors and $V=-0.3$ V, the full loop with hard walls returns levels at 0.0752, 0.3007 and 0.6764 eV above the band edge, the box sequence $1:4:9$ to within 0.1%.

**Lower voltages.** At $V=0$, $N_s=3.9\times10^{15}$ m⁻² is below the donor density per area, so the gate charge is negative. At 0.5 V, $N_s=2.65\times10^{16}$ m⁻². The mean capacitance from 0.5 to 1 V is $1.602\times10^{-19}\times2.47\times10^{16}/0.5=7.9\times10^{-3}$ F m⁻², or 79% of $C_i$. The rest of the voltage step appears as a change of potential at the gate-side face; deeper in the film the electrons screen it, and the change is smaller.

## Failure modes

- **Growing, alternating errors.** Near the fixed point, they show that the stiffest mode has crossed the threshold. Far from it, they can also appear for a while when $\alpha$ lies just below the threshold, and then die out. If they persist, reduce $\alpha$. The upper bound $\alpha_c\le2/(1+C_Q/C_i)$ tightens as more subbands fill, because $\sum_if_i$ grows.
- **A distant start.** The threshold is a local result; it does not guarantee convergence from every initial density. Changing $V$ in small steps, each begun from the previous converged density, supplies a closer start; a single large step may not.
- **Too few levels.** Charge can balance within a truncated set. The highest retained level must have negligible population; here the fifth holds less than $10^{-6}$ of $N_s$.
- **False states at the gate.** The insulator band edge there lies at $U_b-qV$, here 2 eV above $E_F$. Confinement beside the gate keeps the local levels above this edge. If the edge falls so far below $E_F$ that these levels approach $E_F$, the loop fills them, because it applies the film's Fermi level there. Electrons beside the metal would instead pass into the gate, so such a solution does not describe the device.
- **An unresolved tail.** The step must satisfy $k_0h\ll1$. Very high offsets are better treated by imposing $\psi=0$ at the faces. In the device above, halving $h$ changes $N_s$ by a relative $8\times10^{-5}$; the full mesh error is about $10^{-4}$ in $N_s$ and 0.01 meV in the lowest level.

The numerical output below gives the remaining digits.

## Numbers as computed

```
film, insulator, cap thickness: 5.0, 8.0, 3.0 nm; mesh step 0.050 nm
mass 0.20 m_e; relative permittivity film 10.0, insulators 9.0
T 300 K; kT 0.02585 eV; V 1.00 V; offset 3.0 eV; N_D 1.00e+24 m^-3
2D density of states: 8.3546e+17 m^-2 eV^-1
insulator capacitance C_i: 9.96096e-03 F/m^2
donors per area N_D*L: 5.000e+15 m^-2
mixing parameter: 0.080; iterations 240
iteration 1: relative charge error 3.80e+04, profile error 3.80e+04
iteration 10: relative charge error 1.69e-03, profile error 3.52e-01
iteration 20: relative charge error 1.50e-05, profile error 1.44e-01
iteration 40: relative charge error 2.10e-04, profile error 2.50e-02
iteration 80: relative charge error 1.41e-05, profile error 8.08e-04
iteration 160: relative charge error 1.89e-08, profile error 8.83e-07
final relative charge error 2.1e-11, profile error 9.9e-10
device level 1: E-E_F -0.05843 eV, population 5.0959e+16 m^-2
device level 2: E-E_F 0.12083 eV, population 2.0067e+14 m^-2
device level 3: E-E_F 0.42588 eV, population 1.5133e+09 m^-2
device N_s: 5.11593e+16 m^-2 = 5.11593e+12 cm^-2
gate charge from field: 7.395543e-03 C/m^2
q*(N_s-N_D*L) from levels: 7.395543e-03 C/m^2
potential at gate-side face 0.25758 V, far face 0.08302 V
centroid from gate-side face: 2.1297 nm
electron fraction outside film: 2.838e-03
relative N_s change on halving mesh: 7.98e-05
hard wall N_s: mesh 4.99046e+16, sine basis 4.99042e+16 m^-2
hard wall level 1: mesh -0.05698, sine basis -0.05698 eV
hard wall level 2: mesh 0.16133, sine basis 0.16143 eV
quantum capacitance C_Q: 0.12081 F/m^2
lambda_max 14.4938; lower bound C_Q/C_i 12.1284
critical mixing parameter: 0.12908
0.95 critical: residual ratio after 39 steps 1.643e-02
1.05 critical: growth per step 1.0999, predicted 1.1000
flat box E_1: 0.07521 eV
flat well E_1, offset 3 eV: matching 0.06202, mesh 0.06208, effective width 0.06206 eV
effective-width error ratio, offset 48 to 192 eV: 7.524
offset 3 eV: N_s 5.11593e+16 m^-2, excess over hard wall 1.2547e+15 m^-2
offset 12 eV: N_s 5.05233e+16 m^-2, excess over hard wall 6.1864e+14 m^-2
offset 48 eV: N_s 5.01995e+16 m^-2, excess over hard wall 2.9484e+14 m^-2
ratios of successive excesses: 2.028, 2.098
empty film levels above band edge: 0.07520, 0.30073, 0.67635 eV
V 0.00 V: N_s 3.89757e+15 m^-2, E_1 0.04192 eV
V 0.50 V: N_s 2.64788e+16 m^-2, E_1 -0.02263 eV
```
